# Degree of a Chebyshev Expansion for the Projector of an Insulator, part 1

(Sections cited here and not found follow in the second part.)

## From the projector to a sufficient degree

A ring of 200 sites has one-electron levels that span 12 eV, with a gap of 2 eV between the occupied and the empty ones. A polynomial of degree 167 in its Hamiltonian matrix reproduces the projector on the occupied levels with an error of $7.3\times10^{-8}$ in the spectral norm. The polynomial is the truncated expansion of a step that has been smoothed over 0.27 eV. If the degree is kept and the smoothing width is doubled, the error rises to about $4\times10^{-3}$. If the width is halved, it rises to about $3\times10^{-4}$. The degree 167 was not found by trial: it follows from the gap, the spectral width and a requested accuracy of $10^{-6}$. The questions are where this number comes from, and why the smoothing width may be neither much larger nor much smaller.

The ring consists of 100 cells with two sites each. The hopping matrix elements along the ring alternate between $t_1=3.5$ eV inside a cell and $t_2=2.5$ eV between cells, and $t'=0.25$ eV connects equal sites of neighbouring cells. These are round model parameters. A Bloch wave with phase $q$ per cell sees a two-by-two matrix with diagonal elements $2t'\cos q$ and an off-diagonal element of modulus $|t_1+t_2e^{iq}|$, so its levels are

$$E_\pm(q)=2t'\cos q\pm h(q),\qquad h(q)=\sqrt{t_1^2+t_2^2+2t_1t_2\cos q}.$$

The derivative with respect to $\cos q$ is $2t'\pm t_1t_2/h$. Since $h\le 6$ eV, the second term is at least $8.75/6\approx1.46$ eV in size, larger than $2t'=0.5$ eV. The upper band therefore rises with $\cos q$ and the lower band falls, and all band edges lie at $\cos q=\pm1$. At $q=0$ the levels are $0.5\pm6$ eV, that is $6.5$ and $-5.5$ eV. At $q=\pi$ they are $-0.5\pm1$ eV, that is $0.5$ and $-1.5$ eV. The electrons are taken as spinless and fill the lower band. The middle of the gap is at $-0.5$ eV and the middle of the spectrum at $+0.5$ eV, so the step does not sit at the centre of the spectrum.

In general, let $H$ be a Hermitian matrix in an orthonormal basis, for instance the one-electron Hamiltonian of a mean-field calculation at a given density. Its eigenvalues $E_i$ lie in an interval of width $W$ centred at $c$. The chemical potential $\mu$ lies in the middle of a gap $E_g$, so that no level is closer to $\mu$ than $E_g/2$. The object wanted is the projector $P$ on all levels below $\mu$, which is the zero-temperature one-particle density matrix. Scaled variables are

$$x=\frac{E-c}{W/2},\qquad x_0=\frac{\mu-c}{W/2},\qquad \delta=\frac{E_g/2}{W/2}=\frac{E_g}{W},$$

and $X=(H-c)/(W/2)$ is the scaled matrix. The spectrum of $X$ lies in $[-1,1]$, and each scaled level obeys $|x_i-x_0|\ge\delta$. With levels on both sides of the gap, $0<\delta\le1$. The energy unit has dropped out, because only ratios of energies remain.

If $p$ is a real polynomial, $p(X)$ and $P$ have the same eigenvectors. The first has eigenvalues $p(x_i)$, the second has eigenvalues $\Theta(x_0-x_i)$, which are 1 below the chemical potential and 0 above it. The spectral norm of a Hermitian matrix is its largest eigenvalue in modulus, hence

$$\|p(X)-P\|_2=\max_i|p(x_i)-\Theta(x_0-x_i)|.$$

The matrix problem has become the approximation of a step by a polynomial on two intervals, $[-1,x_0-\delta]$ and $[x_0+\delta,1]$. What the polynomial does between them is irrelevant, since there are no levels there. This freedom is what an insulator offers. A polynomial cannot follow a jump, but it can follow a smooth descent from 1 to 0 that takes place inside the gap.

For the descent, take

$$F(x)=\tfrac12\,\mathrm{erfc}\big(k(x-x_0)\big),\qquad \mathrm{erfc}(y)=\frac{2}{\sqrt\pi}\int_y^\infty e^{-t^2}dt ,$$

where $k$ is a dimensionless sharpness. In terms of energy the argument of erfc is $(E-\mu)/\Delta$ with the smoothing width $\Delta=(W/2)/k$. Let $p_N$ be the Chebyshev series of $F$, cut off after degree $N$. The triangle inequality splits the error:

$$|p_N-\Theta|\le|F-\Theta|+|p_N-F| .$$

The first term is the smoothing error, which falls when $k$ grows. The second is the truncation error, which grows with $k$ at fixed $N$. The two have to be balanced, and for that each must be known.

The smoothing error is needed on the two bands only. Above the gap it is $F(x)$ itself, and since erfc decreases, $F(x)\le\frac12\mathrm{erfc}(k\delta)$. Below the gap it is $1-F(x)=\frac12\mathrm{erfc}(k(x_0-x))$, because $\mathrm{erfc}(-y)=2-\mathrm{erfc}(y)$, and the same bound applies. In the integral for $\mathrm{erfc}(y)$ with $y>0$ one has $t/y\ge1$, so inserting this factor can only enlarge it:

$$\mathrm{erfc}(y)\le\frac{2}{\sqrt\pi\,y}\int_y^\infty t\,e^{-t^2}dt=\frac{e^{-y^2}}{\sqrt\pi\,y}.$$

The smoothing error is therefore bounded by

$$|F-\Theta|\le\frac{e^{-k^2\delta^2}}{2\sqrt\pi\,k\delta}\quad\text{on the bands.}\tag{1}$$

For the truncation error, recall that the Chebyshev polynomials are defined by $T_n(\cos\theta)=\cos n\theta$. From $\cos(n+1)\theta+\cos(n-1)\theta=2\cos\theta\cos n\theta$ follows the recursion $T_{n+1}(x)=2xT_n(x)-T_{n-1}(x)$, by which $p_N(X)$ is built with one matrix multiplication per degree. With $x=\cos\theta$, the expansion $F(x)=\sum_{n\ge0}c_nT_n(x)$ is the cosine series of $F(\cos\theta)$. For $n\ge1$,

$$c_n=\frac2\pi\int_0^\pi F(\cos\theta)\cos n\theta\,d\theta=\frac1\pi\int_{-\pi}^{\pi}F(\cos\theta)\,e^{in\theta}d\theta .$$

The second form holds because $F(\cos\theta)$ is even in $\theta$, so that the sine part integrates to zero. Now integrate by parts. The boundary terms cancel by periodicity, and $dF(\cos\theta)/d\theta=-F'(\cos\theta)\sin\theta$, so the two minus signs combine to

$$c_n=\frac{1}{i\pi n}\int_{-\pi}^{\pi}F'(\cos\theta)\sin\theta\,e^{in\theta}d\theta,\qquad F'(x)=-\frac{k}{\sqrt\pi}e^{-k^2(x-x_0)^2}.$$

The integrand is an entire function of $\theta$ with period $2\pi$. Its integral around the rectangle with corners $-\pi$, $\pi$, $\pi+is$ and $-\pi+is$ vanishes, and the two vertical sides cancel each other by periodicity. The path may thus be moved upwards by any $s>0$:

$$c_n=\frac{e^{-ns}}{i\pi n}\int_{-\pi}^{\pi}F'\big(\cos(\theta+is)\big)\sin(\theta+is)\,e^{in\theta}d\theta .\tag{2}$$

The gain is the factor $e^{-ns}$. The price is that the Gaussian is evaluated at complex argument, where it can be large. Using

$$\cos(\theta+is)=\cos\theta\cosh s-i\sin\theta\sinh s,$$

the real part of the square in the exponent gives

$$\big|F'(\cos(\theta+is))\big|=\frac{k}{\sqrt\pi}\,e^{-k^2(\cos\theta\cosh s-x_0)^2}\,e^{k^2\sin^2\theta\sinh^2s}.$$

The last factor is at most $e^{k^2\sinh^2s}$. For the sine, $\sin(\theta+is)=\sin\theta\cosh s+i\cos\theta\sinh s$, hence

$$|\sin(\theta+is)|\le|\sin\theta|\cosh s+|\cos\theta|\sinh s .$$

The first part of this sum is matched to the Gaussian. With $u=\cos\theta\cosh s$ and $|du|=|\sin\theta|\cosh s\,d\theta$, and with equal contributions from positive and negative $\theta$,

$$\int_{-\pi}^{\pi}|\sin\theta|\cosh s\;e^{-k^2(\cos\theta\cosh s-x_0)^2}d\theta=2\int_{-\cosh s}^{\cosh s}e^{-k^2(u-x_0)^2}du\le\frac{2\sqrt\pi}{k}.$$

In the second part the Gaussian is replaced by its upper limit 1, and $\int_{-\pi}^{\pi}|\cos\theta|d\theta=4$ leaves $4\sinh s$. Multiplying the sum of both parts by $k/\sqrt\pi$ gives

$$|c_n|\le\frac{e^{k^2\sinh^2s-ns}}{\pi n}\left[2+\frac{4k\sinh s}{\sqrt\pi}\right]\qquad(n\ge1,\ s>0).\tag{3}$$

No assumption about the position $x_0$ was used. The program confirms (2) by comparing the shifted integral with direct quadrature: for $k=20$, $x_0=-0.3$ and $n=40$ both give $2.01122\times10^{-3}$. It also tests (3) for several sharpnesses, positions and shifts. The largest ratio of coefficient to bound found there is 0.90, so the bound leaves little to spare in the most favourable of these cases.

By (3) the coefficients are absolutely summable, so the series converges to $F$ uniformly. As $|T_n|\le1$ on $[-1,1]$, the truncation error is at most the sum of the omitted $|c_n|$. In that sum $1/n\le1/(N+1)<1/N$, and the rest is geometric:

$$\sum_{n>N}\frac{e^{-ns}}{n}\le\frac1N\,\frac{e^{-(N+1)s}}{1-e^{-s}}=\frac{e^{-Ns}}{N(e^s-1)}\le\frac{e^{-Ns}}{Ns},$$

where the last step uses $e^s-1\ge s$. Therefore

$$|p_N-F|\le\frac{e^{k^2\sinh^2s-Ns}}{\pi Ns}\left[2+\frac{4k\sinh s}{\sqrt\pi}\right].\tag{4}$$

The shift $s$ is still free. For small $s$ the exponent is $k^2s^2-Ns$. It is lowest at $s=N/(2k^2)$, where it equals $-N^2/(4k^2)$. The smoothing error carries the exponent $-k^2\delta^2$. Raising $k$ improves one and worsens the other, and at fixed $N$ the larger of the two exponentials is smallest when they are equal:

$$k^2\delta^2=\frac{N^2}{4k^2}\quad\Longrightarrow\quad k^2=\frac{N}{2\delta},\qquad s=\frac{N}{2k^2}=\delta .$$

Both exponentials are then $e^{-N\delta/2}$. Setting this equal to the requested error $\varepsilon$, with $L=\ln(1/\varepsilon)$, gives $N=2L/\delta$ and $k=\sqrt L/\delta$.

This argument ignored the prefactors and took $s$ as small. Both gaps close if the shift is chosen by $\sinh s=\delta$ instead of $s=\delta$. Let $L\ge1$, and put

$$k=\frac{\sqrt L}{\delta},\qquad s=\mathrm{arcsinh}\,\delta,\qquad N=\left\lceil\frac{2L}{\mathrm{arcsinh}\,\delta}\right\rceil .$$

Then $k\sinh s=\sqrt L$ and $Ns\ge2L$. The exponent in (4) is at most $L-2L=-L$, and $1/(\pi Ns)\le1/(2\pi L)$, so

$$|p_N-F|\le e^{-L}\,\frac{1}{2\pi L}\left[2+\frac{4\sqrt L}{\sqrt\pi}\right]=e^{-L}\left[\frac{1}{\pi L}+\frac{2}{\pi\sqrt{\pi L}}\right].$$

With $k\delta=\sqrt L$ the smoothing bound (1) is $e^{-L}/(2\sqrt{\pi L})$. The sum of the two is

$$|p_N-\Theta|\le e^{-L}\left[\frac{1}{2\sqrt{\pi L}}+\frac{1}{\pi L}+\frac{2}{\pi\sqrt{\pi L}}\right]\le e^{-L}=\varepsilon .$$

The bracket decreases with $L$ and equals 0.96 at $L=1$, which justifies the last inequality. The result is

$$N=\left\lceil\frac{2\ln(1/\varepsilon)}{\mathrm{arcsinh}(E_g/W)}\right\rceil\quad\Longrightarrow\quad\|p_N(X)-P\|_2\le\varepsilon\qquad(\varepsilon\le1/e).\tag{5}$$

For $E_g\ll W$ the degree tends to $2(W/E_g)\ln(1/\varepsilon)$. For larger gaps one can use that arcsinh is concave and vanishes at zero, which gives $\mathrm{arcsinh}\,\delta\ge\delta\,\mathrm{arcsinh}\,1$ for $0\le\delta\le1$. Hence $N\le2.27\,(W/E_g)\ln(1/\varepsilon)+1$ throughout.

The integration by parts is what keeps a further logarithm out of (5). A bound on $|c_n|$ of the form $C\,e^{k^2\sinh^2s-ns}$ with constant $C$, without the factor $1/n$, would sum to a prefactor $C/(e^s-1)\approx C/\delta$. To suppress it, the exponent would have to contain an additional $\ln(1/\delta)$. The factor $1/n$ turns $1/s$ into $1/(Ns)\le1/(2L)$, in which the gap no longer appears.

## What the balance means, and where it ends

The symbols carried over are these. Energies are scaled to $x\in[-1,1]$ by half the spectral width $W/2$; $x_0$ is the scaled chemical potential in the middle of the gap $E_g$; $\delta=E_g/W$; $\varepsilon$ is the requested error and $L=\ln(1/\varepsilon)$. The step is replaced by $F(x)=\frac12\mathrm{erfc}(k(x-x_0))$, with energy width $\Delta=(W/2)/k$, and $p_N$ is its Chebyshev series up to degree $N$, with coefficients $c_n$. The smoothing error on the bands is at most $e^{-k^2\delta^2}/(2\sqrt\pi k\delta)$. The choice $k=\sqrt L/\delta$ and $N=\lceil2L/\mathrm{arcsinh}\,\delta\rceil$ guarantees a total error of at most $\varepsilon$ in the spectral norm; this is result (5).

For the ring, $\delta=2/12=0.1667$ and $x_0=(-0.5-0.5)/6=-0.1667$. The request $\varepsilon=10^{-6}$ means $L=13.8155$, so $\sqrt L=3.717$ and $k=3.717/0.1667=22.30$. The smoothing width is

$$\Delta=\frac{W/2}{k}=\frac{E_g/2}{\sqrt L}=\frac{1\ \text{eV}}{3.717}=0.269\ \text{eV}=0.0099\ \text{hartree}.$$

This is how the width fits in the gap: the distance from $\mu$ to either band edge is $\sqrt L$ smoothing widths. The degree is $2\times13.8155/0.16590=166.6$, rounded up to 167.

The polynomial was built by the matrix recursion and compared with the projector from diagonalization. The smoothing error is $7.3\times10^{-8}$, close to its bound $10^{-6}/(2\sqrt\pi\times3.717)=7.6\times10^{-8}$. The truncation error is $4.4\times10^{-9}$, well below its bound of about $1.2\times10^{-7}$. The total, $7.3\times10^{-8}$, is thus mostly smoothing. With the same $k$, a degree of 134 would already reach $10^{-6}$ on this spectrum, so the guaranteed degree is about a quarter larger than necessary.

When the width is doubled, the band edge is only $\sqrt L/2$ widths away and the exponential in the smoothing error becomes $e^{-L/4}=10^{-1.5}$; the measured smoothing error is $4.3\times10^{-3}$. When the width is halved, smoothing becomes negligible, but at degree 167 the series has not converged, and the truncation error is $2.7\times10^{-4}$.

That truncation really follows the exponent $-N^2/(4k^2)$, and not merely a bound of this form, can be seen for a centred step, $x_0=0$. Take the coefficient integral on the real path,

$$c_n=\frac{1}{i\pi n}\int_{-\pi}^{\pi}\left(-\frac{k}{\sqrt\pi}\right)e^{-k^2\cos^2\theta}\sin\theta\,e^{in\theta}d\theta .$$

For large $k$ the Gaussian is concentrated near $\theta=\pm\pi/2$. Write $\theta=\pm\pi/2+t$ there. Then $\cos^2\theta=\sin^2t\approx t^2$, and $\sin\theta\approx\pm1$. Each point contributes the Fourier transform of a Gaussian,

$$\frac{k}{\sqrt\pi}\int_{-\infty}^{\infty}e^{-k^2t^2}e^{int}dt=e^{-n^2/4k^2},$$

multiplied by $-(\pm1)e^{\pm in\pi/2}$. The sum of the two phases is $-2i\sin(n\pi/2)$, so that

the coefficients of a centred step carry the factor $e^{-n^2/4k^2}$, in agreement with the truncation exponent behind the sufficient degree (5). What remains is to write out this coefficient law, to see how far the degree can be lowered, and to compare erfc with the Fermi–Dirac function and with the best possible polynomial.
